# Mirror reflections acting on spin one-half, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The mirror operator on spinors

A plane mirror passes through the origin, and $\mathbf n$ is a unit vector normal to it. The mirror acts on ordinary vectors in an obvious way: it reverses the part along $\mathbf n$ and leaves the part in the plane alone. The parts below ask what the same mirror does to an electron spin, which has no position and cannot be drawn as an object in front of a glass.

Atomic units are used, so $\hbar=1$ and the spin operator is $\mathbf S=\boldsymbol\sigma/2$. The Pauli matrices are

$$\sigma_x=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad \sigma_y=\begin{pmatrix}0&-i\\i&0\end{pmatrix},\quad \sigma_z=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

Direct multiplication gives $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$. Multiplying by $a_ib_j$ and summing, for two ordinary vectors $\mathbf a$ and $\mathbf b$,

$$(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma .\tag{1}$$

A number standing alone in a matrix equation multiplies the unit matrix. Rotations are active: they turn the state and leave the axes fixed. A positive angle follows the right-hand rule.

### (a) The mirror as a product

Write the reflection $M_{\mathbf n}$ of a vector as a formula. A reflection has determinant $-1$ and so cannot be a rotation. Find the rotation which, multiplied by the inversion $P\mathbf v=-\mathbf v$, gives $M_{\mathbf n}$.

**Solution.** Split the vector into a part along the normal and a part in the plane:

$$\mathbf v=\mathbf v_\parallel+\mathbf v_\perp,\qquad \mathbf v_\parallel=\mathbf n(\mathbf n\cdot\mathbf v),\qquad \mathbf v_\perp=\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v).$$

The mirror reverses the first part, so

$$M_{\mathbf n}\mathbf v=-\mathbf v_\parallel+\mathbf v_\perp=\mathbf v-2\mathbf n(\mathbf n\cdot\mathbf v).\tag{2}$$

The inversion reverses both parts. The missing factor is therefore found by multiplying equation (2) by $-1$:

$$-M_{\mathbf n}\mathbf v=\mathbf v_\parallel-\mathbf v_\perp .$$

This operation keeps the part along $\mathbf n$ and reverses the part across it. To identify it, consider a rotation by $\theta$ about $\mathbf n$. It keeps $\mathbf v_\parallel$ and turns $\mathbf v_\perp$ within the plane. The vector $\mathbf n\times\mathbf v$ has the length of $\mathbf v_\perp$ and is $\mathbf v_\perp$ turned by a positive right angle, hence

$$R_{\mathbf n}(\theta)\mathbf v=\mathbf v_\parallel+\cos\theta\,\mathbf v_\perp+\sin\theta\,\mathbf n\times\mathbf v.\tag{3}$$

At $\theta=\pi$ the cosine is $-1$ and the sine vanishes, so that

$$R_{\mathbf n}(\pi)\mathbf v=\mathbf v_\parallel-\mathbf v_\perp=2\mathbf n(\mathbf n\cdot\mathbf v)-\mathbf v,\qquad M_{\mathbf n}=P\,R_{\mathbf n}(\pi).\tag{4}$$

The factors may be taken in either order, because $P$ is $-1$ times the unit matrix on vectors. The axis of the half turn is the normal of the mirror, not a line in its plane. For the mirror $z\to-z$, the half turn about $z$ takes $(x,y,z)$ to $(-x,-y,z)$, and the inversion takes this to $(x,y,-z)$.

On vectors a half turn in the positive sense equals one in the negative sense. Part (c) shows that the two differ on spinors.

### (b) Inversion on a spin

The rotation factor acts on spinors in a known way, so the inversion factor has to be settled. Find how inversion changes the orbital angular momentum $\mathbf L=\mathbf r\times\mathbf p$. Then require that inversion commutes with rotations on spinors, as it does in space, and find the most general $2\times2$ unitary matrix $\Pi$ that can represent it.

**Solution.** Inversion reverses position and momentum. Their cross product contains two sign changes:

$$(-\mathbf r)\times(-\mathbf p)=\mathbf r\times\mathbf p .$$

Orbital angular momentum is unchanged. A linear operator is appropriate here, because the commutator $[x,p_x]=i$ becomes $[-x,-p_x]=i$. An antilinear operator would have to turn the $i$ on the right into $-i$, in conflict with the unchanged left side.

On spinors let $D(R)$ be the matrix of a rotation $R$. Since inversion and rotation commute in space, and a spinor's overall phase has no effect on expectation values, one can at first demand only

$$\Pi D(R)\Pi^{-1}=c(R)D(R),$$

with a number $c(R)$. Taking determinants of these $2\times2$ matrices gives $c(R)^2=1$. The number $c$ equals 1 for zero rotation, and it cannot jump to $-1$ as the angle grows continuously, so $c=1$ throughout. Rotations by small angles are generated by $\boldsymbol\sigma/2$; the first-order term in the angle then gives

$$[\Pi,\sigma_k]=0\qquad(k=x,y,z).$$

Any $2\times2$ matrix can be written $\Pi=\eta+a_x\sigma_x+a_y\sigma_y+a_z\sigma_z$. The product rule gives $[\sigma_x,\sigma_z]=-2i\sigma_y$ and $[\sigma_y,\sigma_z]=2i\sigma_x$, hence

$$0=[\Pi,\sigma_z]=-2ia_x\sigma_y+2ia_y\sigma_x .$$

The Pauli matrices are linearly independent, so $a_x=a_y=0$. What remains is

$$0=[\Pi,\sigma_x]=a_z[\sigma_z,\sigma_x]=2ia_z\sigma_y,$$

and $a_z=0$. Thus

$$\Pi=\eta,\qquad |\eta|=1,\tag{5}$$

where the modulus follows from unitarity. A rank calculation confirms that the matrices commuting with all three Pauli matrices form a space of dimension 1.

Inversion therefore leaves every component of the spin unchanged, as it does for $\mathbf L$. The phase $\eta$ is not fixed by this argument. The usual convention requires that two inversions give the identity on spinors, $\Pi^2=1$. This leaves $\eta=1$ or $-1$, and $\eta=1$ is taken from here on unless another value is stated. The parity of an orbital is a separate matter, because it belongs to the spatial part of the wave function.

### (c) The rotation factor

Rotations of a spinor are represented by $D_{\mathbf n}(\theta)=\exp(-i\theta\,\mathbf n\cdot\boldsymbol\sigma/2)$. Confirm that this turns the spin vector by $\theta$ in the positive sense, sum the exponential, and obtain the matrix $U_{\mathbf n}$ of the mirror.

**Solution.** Abbreviate $N=\mathbf n\cdot\boldsymbol\sigma$. The rotated spin operator is $\mathbf A(\theta)=D^\dagger\boldsymbol\sigma D$ with $D=e^{-i\theta N/2}$. Its expectation value in the original state is the spin vector of the rotated state. Differentiation brings down $iN/2$ from $D^\dagger$ and $-iN/2$ from $D$:

$$\frac{d\mathbf A}{d\theta}=\frac i2D^\dagger[N,\boldsymbol\sigma]D .$$

The product rule gives

$$[N,\sigma_k]=2i\sum_{jl}n_j\epsilon_{jkl}\sigma_l=-2i(\mathbf n\times\boldsymbol\sigma)_k,$$

where the minus sign comes from $\epsilon_{jkl}=-\epsilon_{kjl}$. Since $(i/2)(-2i)=1$,

$$\frac{d\mathbf A}{d\theta}=\mathbf n\times\mathbf A .\tag{6}$$

This is the equation of a vector turning about $\mathbf n$ at unit rate in the positive sense. The sign in the exponent is thus the one that belongs to equation (3).

For the exponential, equation (1) with $\mathbf a=\mathbf b=\mathbf n$ gives $N^2=1$, because $\mathbf n\cdot\mathbf n=1$ and $\mathbf n\times\mathbf n=0$. Even powers of $N$ are 1 and odd powers are $N$. Separating them in the series,

$$D_{\mathbf n}(\theta)=\sum_{m=0}^{\infty}\frac{(-i\theta/2)^{2m}}{(2m)!}+N\sum_{m=0}^{\infty}\frac{(-i\theta/2)^{2m+1}}{(2m+1)!}.$$

In the first sum $(-i)^{2m}=(-1)^m$, which makes it a cosine. In the second $(-i)^{2m+1}=-i(-1)^m$, which makes it $-i$ times a sine:

$$D_{\mathbf n}(\theta)=\cos\frac\theta2-i\,\mathbf n\cdot\boldsymbol\sigma\,\sin\frac\theta2 .\tag{7}$$

At $\theta=\pi$ the cosine of the half angle vanishes and the sine is 1. With $\Pi=1$ the mirror is

$$U_{\mathbf n}=\Pi D_{\mathbf n}(\pi)=-i\,\mathbf n\cdot\boldsymbol\sigma=\begin{pmatrix}-in_z&-n_y-in_x\\ n_y-in_x&in_z\end{pmatrix}.\tag{8}$$

It is unitary, since $U^\dagger U=(iN)(-iN)=N^2=1$. A half turn in the negative sense gives $D_{\mathbf n}(-\pi)=+i\,\mathbf n\cdot\boldsymbol\sigma$, the opposite sign. Replacing $\mathbf n$ by $-\mathbf n$, which describes the same mirror, has the same effect. The mirror thus determines $U_{\mathbf n}$ up to a sign even after $\Pi=1$ has been chosen.

### (d) Reflecting twice

Find $U_{\mathbf n}^2$ and the eigenvalues of $U_{\mathbf n}$. Explain the result geometrically, and determine which part of it depends on the convention for inversion.

**Solution.** Squaring equation (8),

$$U_{\mathbf n}^2=(-i)^2(\mathbf n\cdot\boldsymbol\sigma)^2=-1 .\tag{9}$$

On vectors two equal reflections restore the starting point. On spinors they contain two inversions, which give 1, and two half turns in the same sense about the same axis. Together these are a full turn, and equation (7) gives

$$D_{\mathbf n}(2\pi)=\cos\pi-i\,\mathbf n\cdot\boldsymbol\sigma\,\sin\pi=-1 .$$

The minus sign belongs to the full turn. The sign ambiguity of $U_{\mathbf n}$ does not affect it, because $(-U_{\mathbf n})^2=U_{\mathbf n}^2$.

The phase of the inversion does matter. If $\Pi=\eta$, the mirror is $\eta U_{\mathbf n}$ and

$$(\eta U_{\mathbf n})^2=-\eta^2 .\tag{10}$$

For $\eta=\pm1$ the square is $-1$. For $\eta=\pm i$ it is $+1$, at the cost of $\Pi^2=-1$. The statement that a mirror squares to $-1$ on spinors therefore holds under the convention $\Pi^2=1$. It is not a property of the geometric mirror alone.

An eigenvalue $\lambda$ of $U_{\mathbf n}$ satisfies $\lambda^2=-1$, so it is $i$ or $-i$. Both occur. Let $\chi_\pm$ be the spinors with spin along $\pm\mathbf n$, for which $N\chi_\pm=\pm\chi_\pm$. Then

$$U_{\mathbf n}\chi_\pm=\mp i\chi_\pm .\tag{11}$$

With a general inversion phase the eigenvalues become $\mp i\eta$. Their ratio, $-1$, does not depend on $\eta$. It is this relative sign, and not a common factor, that acts on a superposition of $\chi_+$ and $\chi_-$ and changes its spin direction.

For several electrons the spin operator is a product with one factor $U_{\mathbf n}$ per electron. Its square is $(-1)^{N_e}$ for $N_e$ electrons: it is $-1$ for an odd number and $+1$ for an even number.

### (e) A numerical spinor

Take $\mathbf n=(1,2,2)/3$ and a spinor pointing along polar angle $60^\circ$ and azimuth $30^\circ$. Reflect it once and then again.

**Solution.** The normal has unit length because $1+4+4=9$. A spinor pointing along polar angle $\vartheta$ and azimuth $\varphi$ has components $\cos(\vartheta/2)$ and $e^{i\varphi}\sin(\vartheta/2)$. Here

$$\chi=\begin{pmatrix}0.8660\\0.4330+0.2500i\end{pmatrix},\qquad U_{\mathbf n}=\begin{pmatrix}-0.6667i&-0.6667-0.3333i\\0.6667-0.3333i&0.6667i\end{pmatrix}.$$

The upper component of $U_{\mathbf n}\chi$ is

$$-0.5774i+(-0.2053-0.3110i)=-0.2053-0.8884i,$$

and the lower one is

$$(0.5774-0.2887i)+(-0.1667+0.2887i)=0.4107 .$$

The imaginary parts of the lower component cancel for this choice of angles. The reflected spinor still has unit norm, as $0.0421+0.7893+0.1687=1.0001$ shows within rounding.

A second reflection gives $(-0.8660,\,-0.4330-0.2500i)$, which is the original spinor with both components reversed in sign. Its overlap with the original is $-1.0000$. No spin expectation value distinguishes these two spinors, because the sign enters such a value twice.

## Part II. Spin components and mirror-symmetric systems

From Part I, $\mathbf n$ is the unit normal of the mirror and $M_{\mathbf n}\mathbf v=\mathbf v-2\mathbf n(\mathbf n\cdot\mathbf v)$ is its action on vectors. With inversion represented by 1 on spinors, the mirror acts as $U_{\mathbf n}=-iN$, where $N=\mathbf n\cdot\boldsymbol\sigma$ and $N^2=1$, so $U_{\mathbf n}^2=-1$. Spinors with spin along $\pm\mathbf n$ have mirror eigenvalues $\mp i$. A different inversion phase $\eta$ multiplies $U_{\mathbf n}$ by $\eta$. The product rule (1) for Pauli matrices is used again, and $\hbar=1$.

### (f) The components that flip

Let $\mathbf s=\langle\boldsymbol\sigma\rangle$ before the reflection and $\mathbf s'$ after it. Find $\mathbf s'$, state which components change sign, and compare with orbital angular momentum.

**Solution.** The spin vector after reflection is $\mathbf s'=\langle U_{\mathbf n}\chi|\boldsymbol\sigma|U_{\mathbf n}\chi\rangle$, so the operator needed is

$$U_{\mathbf n}^\dagger\sigma_kU_{\mathbf n}=(iN)\sigma_k(-iN)=N\sigma_kN .$$

Adding the product rule for the two orders of a pair of Pauli matrices gives $\sigma_j\sigma_k+\sigma_k\sigma_j=2\delta_{jk}$. Multiplication by $n_j$ and summation yield $N\sigma_k=2n_k-\sigma_kN$. Hence

$$N\sigma_kN=2n_kN-\sigma_kN^2=2n_kN-\sigma_k .$$

Taking the expectation value,

$$\mathbf s'=2\mathbf n(\mathbf n\cdot\mathbf s)-\mathbf s=-M_{\mathbf n}\mathbf s .\tag{12}$$

For $\mathbf s=\mathbf s_\parallel+\mathbf s_\perp$, with the first part along $\mathbf n$ and the second in the mirror plane, this reads

$$\mathbf s'_\parallel=\mathbf s_\parallel,\qquad \mathbf s'_\perp=-\mathbf s_\perp .$$

The normal component is kept and both in-plane components flip. A displacement does the reverse. The inversion phase drops out, because it enters as $\eta^*\eta=1$.

For the coordinate mirrors the signs are:

| Mirror | $s_x$ | $s_y$ | $s_z$ |
|---|---|---|---|
| $x\to-x$ | $+$ | $-$ | $-$ |
| $y\to-y$ | $-$ | $+$ | $-$ |
| $z\to-z$ | $-$ | $-$ | $+$ |

Orbital angular momentum obeys the same rule. Let $r_n$ and $p_n$ be the components of $\mathbf r$ and $\mathbf p$ along $\mathbf n$, and mark the in-plane parts by $\perp$. Then

$$\mathbf r\times\mathbf p=\mathbf n\times(r_n\mathbf p_\perp-\mathbf r_\perp p_n)+\mathbf r_\perp\times\mathbf p_\perp .\tag{13}$$

The first term lies in the mirror plane and contains one normal component in each product, so it changes sign. The last term is along $\mathbf n$ and contains none, so it stays. An orbit lying in the mirror plane keeps its sense of circulation. An orbit in a plane that contains the normal has its sense reversed.

The mirror acts on a spinor as $-i\,\mathbf n\cdot\boldsymbol\sigma$, up to a sign and the choice of inversion phase, and it keeps the spin component along the normal while reversing the in-plane part. What remains is to check this rule on the numerical spinor, combine two mirrors, reflect position and spin together, and apply the results to mirror-symmetric states and a p-shell model.
